# Does disorder in one dimension give an exponential Urbach tail?

**Q:** The exciton absorption of my quantum wire does not stop at the edge. It falls into the gap, and over two decades its logarithm is a straight line in energy. Disorder produces exponential tails, so I read off the slope as an Urbach energy and use it as the measure of my disorder. What could be wrong with that?

**A:** The step from "disorder" to "exponential". Let us test it on a definite model. Treat the exciton as one particle, its centre of mass, moving on a line. This assumes that the disorder is too weak to disturb the internal electron-hole motion. I leave out phonons and the electron-hole continuum. In Hartree atomic units, with the exciton mass equal to one electron mass,

$$H=-\frac12\frac{d^2}{dx^2}+V(x),\qquad \langle V\rangle=0,\qquad \langle V(x)V(x')\rangle=D\,\delta(x-x'),$$

with $V$ Gaussian. Energies $E$ count from the clean exciton edge. For a tail state I write $E=-B$ and $\kappa=\sqrt{2B}$, so its wave function decays as $e^{-\kappa|x|}$ outside its well.

What must the potential do to hold a state at $-B$?

**Q:** It must form a well by chance. A deeper well is less likely, and I assumed that each extra step in depth costs the same factor in probability.

**A:** That cost can be calculated. A potential $V(x)$ has statistical weight $e^{-S}$ with $S=\frac{1}{2D}\int V^2dx$, so we need the smallest $\int V^2dx$ that gives a lowest level at $-B$. The lowest state has no nodes, so $z=\psi'/\psi$ is finite everywhere. The Schrödinger equation, $\psi''=2(V+B)\psi$, gives

$$z'=\frac{\psi''}{\psi}-z^2=2V+\kappa^2-z^2,\qquad\text{so}\qquad V=\tfrac12\,(z'+z^2-\kappa^2).$$

Now use $(a+b)^2=(a-b)^2+4ab$ with $a=z'$ and $b=z^2-\kappa^2$:

$$\int V^2dx=\frac14\int(z'-z^2+\kappa^2)^2dx+\int z'(z^2-\kappa^2)\,dx .$$

The wave function grows as $e^{\kappa x}$ on the far left and decays as $e^{-\kappa x}$ on the far right, so $z$ runs from $\kappa$ to $-\kappa$. The last integral depends on these end values alone:

$$\int_{\kappa}^{-\kappa}(z^2-\kappa^2)\,dz=\left[\frac{z^3}{3}-\kappa^2z\right]_{\kappa}^{-\kappa}=\frac{2\kappa^3}{3}+\frac{2\kappa^3}{3}=\frac{4\kappa^3}{3}.$$

The other term is a square and cannot be negative. It vanishes for $z'=z^2-\kappa^2$, which $z=-\kappa\tanh\kappa x$ solves. The cheapest well and its cost are therefore

$$V=z^2-\kappa^2=-\frac{\kappa^2}{\cosh^2\kappa x},\qquad S=\frac{1}{2D}\,\frac{4\kappa^3}{3}=\frac{2\kappa^3}{3D}=\frac{4\sqrt2}{3}\,\frac{B^{3/2}}{D}.$$

A well with $-B$ as an excited level has a still lower ground state and costs more.

The power has a simple origin. The well has depth of order $B$ and width of order $1/\kappa\propto B^{-1/2}$, so $\int V^2dx$ scales as $B^2\cdot B^{-1/2}=B^{3/2}$. A deeper state needs a deeper well, but a narrower one suffices.

**Q:** That is the weight of one ideal well. The density of states sums over all potentials, and that sum might restore the exponential.

**A:** In this model the sum can be done. Take the real solution of the Schrödinger equation at any energy $E$, started at one end of a long wire. Its nodes per length equal the number of levels below $E$ per length, $N(E)$. At a node $z$ runs to $-\infty$ and re-enters at $+\infty$. Between nodes $z'=-z^2-2E+2V$. The noise $2V$ has strength $4D$, which gives a diffusion constant $2D$ for $z$. If $P(z)$ is the stationary distribution of $z$, the steady flow towards $-\infty$ is $N$:

$$(z^2+2E)P+2D\,P'=N .$$

With $\Phi(z)=(z^3/3+2Ez)/(2D)$ this reads $(e^{\Phi}P)'=\frac{N}{2D}e^{\Phi}$, and the solution that stays finite at $z\to-\infty$ is

$$P(z)=\frac{N}{2D}\int_0^\infty e^{\Phi(z-y)-\Phi(z)}\,dy .$$

Normalize $P$, and put $z=m+y/2$. Since $(m+\frac y2)^3-(m-\frac y2)^3=3m^2y+\frac{y^3}{4}$,

$$\frac{2D}{N}=\int_0^\infty dy\int_{-\infty}^{\infty}dm\;\exp\left[-\frac{1}{2D}\left(m^2y+\frac{y^3}{12}+2Ey\right)\right].$$

The $m$ integral is Gaussian and equals $\sqrt{2\pi D/y}$. Dividing by $2D$,

$$\frac1N=\sqrt{\frac{\pi}{2D}}\int_0^\infty\frac{dy}{\sqrt y}\,\exp\left(-\frac{y^3}{24D}-\frac{Ey}{D}\right).$$

High above the edge small $y$ dominates and the cubic term drops out. The integral becomes $\sqrt{\pi D/E}$, and $N=\sqrt{2E}/\pi$, the clean wire.

In the tail, $E=-B$, the exponent $f(y)=(By-y^3/24)/D$ has a maximum where $y^2=8B$, that is at $y_0=2\kappa$. There

$$f(y_0)=\frac{2\kappa}{D}\left(B-\frac{B}{3}\right)=\frac{2\kappa^3}{3D}=S,\qquad f''(y_0)=-\frac{y_0}{4D}=-\frac{\kappa}{2D}.$$

For $\kappa^3\gg D$ the peak is narrow compared with $y_0$, and a Gaussian integral over it gives

$$\frac1N\simeq\sqrt{\frac{\pi}{2D}}\;\frac{1}{\sqrt{2\kappa}}\;\sqrt{\frac{4\pi D}{\kappa}}\;e^{S}=\frac{\pi}{\kappa}\,e^{S}.$$

So $N\simeq(\kappa/\pi)e^{-S}$. Since $d\kappa/dB=1/\kappa$, we have $dS/dB=2\kappa/D$, and to leading order

$$\rho(-B)=-\frac{dN}{dB}\simeq\frac{2\kappa}{D}\,N=\frac{4B}{\pi D}\exp\left(-\frac{4\sqrt2}{3}\frac{B^{3/2}}{D}\right).$$

The sum over potentials supplies a prefactor and leaves the exponent of the cheapest well.

The $y$ integral can also be written with Airy functions, $N=(2D)^{1/3}/\{\pi^2[\mathrm{Ai}^2(s)+\mathrm{Bi}^2(s)]\}$ with $s=-2E/(2D)^{2/3}$. Quadrature confirmed this form at four energies, and the numerical output uses it. Levels counted on random chains agree with it within the tolerance set. The chains lie 3% above it at $E=-2D^{2/3}$ and 6% above at $-2.5D^{2/3}$. The grid, with spacing $0.1D^{-1/3}$, accounts for about 1% and 2% of this. The remainder is within two standard errors of the sampling, which are 1.3% and 3.5%.

**Q:** I measure absorption, though, not a density of states.

**A:** Light couples to the centre-of-mass state through $|\int\psi\,dx|^2$, because its wavelength is long compared with the well. For the cheapest well $\psi=\sqrt{\kappa/2}\,/\cosh\kappa x$, and $\int dx/\cosh\kappa x=\pi/\kappa$, so the strength is $\frac{\kappa}{2}\frac{\pi^2}{\kappa^2}=\frac{\pi^2}{2\kappa}$. The absorption per length, up to constant factors, is

$$A(B)\simeq\rho\,\frac{\pi^2}{2\kappa}=\frac{2\kappa^2}{\pi D}\,\frac{\pi^2}{2\kappa}\,e^{-S}=\frac{\pi\kappa}{D}\,e^{-S}.$$

The prefactor changes and the exponent does not. In 343 tail states of random chains, with $B$ between 2.2 and 3.2 in units of $D^{2/3}$, the mean strength was $1.032\pm0.008$ times $\pi^2/(2\kappa)$. An excess of this size is a finite-depth correction to the leading law: the exact strength of the continuum model averages 1.045 times $\pi^2/(2\kappa)$ over this window and falls to 1.007 times at $B=8D^{2/3}$.

**Q:** Then why is my plot straight?

**A:** In this model, because two decades are a short piece of a gentle curve. That shows disorder can produce your line, not that it did: phonons, left out here, can also give an absorption tail. Define a local Urbach energy $E_U$ by the slope of $\ln\rho$:

$$\frac{1}{E_U}=-\frac{d\ln\rho}{dB}=\frac{2\kappa}{D}-\frac1B .$$

Take $D=10^{-6}$ hartree² bohr, so that the energy scale $D^{2/3}$ is $10^{-4}$ hartree, or 2.72 meV. At $B=2\times10^{-4}$ hartree, $\kappa=0.02$ per bohr and $1/E_U=40000-5000=35000$ per hartree, so $E_U=2.86\times10^{-5}$ hartree; the Airy form gives $2.99\times10^{-5}$. At $B=8\times10^{-4}$ hartree, $\kappa=0.04$ per bohr and both give $1.27\times10^{-5}$. The disorder is the same, and the "Urbach energy" has more than halved.

For the absorption, $A\propto\sqrt B\,e^{-S}$, the last term of $1/E_U$ is $1/(2B)$ instead of $1/B$. In the tail laws this makes the slope 7% steeper at $B=2\times10^{-4}$ hartree (8% for the exact absorption and density of the model) and 0.8% steeper at $8\times10^{-4}$.

Now fit straight lines to $\ln\rho$ from the Airy form, much as you did with your absorption:

- Two decades starting at $B=2\times10^{-4}$ hartree give 0.67 meV, with a worst error of 0.12 in $\ln\rho$.
- Two decades starting at $8\times10^{-4}$ hartree give 0.34 meV, with a worst error of 0.014.
- Six decades starting at $2\times10^{-4}$ hartree give 0.56 meV, with a worst error of 0.64, nearly a factor of two in $\rho$.

The starting point matters. At $B=2\times10^{-4}$ hartree the absorption of this model is already 1.3 decades below its peak. Two decades of absorption from there give 0.64 meV with a worst error of 0.11, but two decades from half maximum, at $B=1.2\times10^{-4}$ hartree, give 0.80 meV with a worst error of 0.27.

**Q:** The deeper window looks straighter. I would have taken that as proof of an exponential.

**A:** It follows from the $3/2$ law. A drop of $\Delta$ in $\ln\rho$ takes an energy width $w\simeq\Delta\,D/(2\kappa)$. The curvature of $S$ is $c=d(2\kappa/D)/dB=2/(D\kappa)$. A least-squares line through a parabola of curvature $c$ misses its ends by $\frac c2\left(\frac{w^2}{4}-\frac{w^2}{12}\right)=\frac{cw^2}{12}$. Hence

$$\text{error}\simeq\frac{1}{12}\,\frac{2}{D\kappa}\,\frac{\Delta^2D^2}{4\kappa^2}=\frac{\Delta^2D}{24\,\kappa^3}=\frac{\Delta^2}{36\,S}.$$

For two decades $\Delta=4.6$, and at $B=8\times10^{-4}$ hartree $S=42.7$, which gives 0.014, as the fit found. At fixed $\Delta$ the line improves with depth while its slope keeps changing. Extrapolation exposes it: the shallow line, continued to $8\times10^{-4}$ hartree, lies five decades above the density.

The deep window tests the formula, not a sample. With $N\simeq(\kappa/\pi)e^{-S}$, this wire has one level below $B=4\times10^{-4}$ hartree per 2 cm of length, and one below $8\times10^{-4}$ hartree per $1.4\times10^{10}$ m. A measurement is confined to the shallow part of the tail.

**Q:** What should I plot instead?

**A:** If this model applies and you know the clean edge, plot $\ln(A/\sqrt B)$ against $B^{3/2}$. Deep in the tail the slope is $-4\sqrt2/(3D)$ for the mass used here, and $-4\sqrt2/(3\sqrt m\,D)$ for an exciton of $m$ electron masses, so you need the mass to obtain $D$. Unlike the Urbach energy, $D$ is a property of the disorder, and its fitted value settles to a constant as the window moves deeper. Do not skip the prefactor in a shallow window. Leaving out $\sqrt B$ flattens the slope by $1/(3B^{3/2})$, which for $m=1$ is 6% of it at $B=2D^{2/3}$ and 0.8% at $8D^{2/3}$. For the density, with its own prefactor $4B/(\pi D)$ divided out, the power of $B$ in the exponent between $B=20D^{2/3}$ and $40D^{2/3}$ is 1.500.

**Q:** Real disorder has a finite correlation length. Could that bring the exponential back?

**A:** Not for Gaussian disorder on a line whose covariance falls steadily with distance and whose Fourier transform falls steadily with wave number. Let the covariance be $C(x-x')$. For a normalized trial state $\psi$ with kinetic energy $T$, the potential must satisfy $\int V\psi^2dx=-(B+T)$. The most probable such potential is $V=-\mu\int C\psi^2$, where $\mu$ is a Lagrange multiplier. With $Q=\iint\psi^2C\psi^2$ the condition gives $\mu=(B+T)/Q$, and the cost is

$$S=\tfrac12\mu^2Q=\frac{(B+T)^2}{2Q},$$

still to be minimized over $\psi$. Compress $\psi$ by a factor $\lambda$. Then $T$ becomes $\lambda^2T$, and I define $q=d\ln Q/d\ln\lambda$ at $\lambda=1$. At the minimum $\ln S$ is stationary, so $4T/(B+T)=q$. When $B$ changes, the change of the optimal $\psi$ has no first-order effect, and

$$\frac{d\ln S}{d\ln B}=\frac{2B}{B+T}=2-\frac{2T}{B+T}=2-\frac q2 .$$

If $C$ decreases with distance, compression brings points closer and raises $Q$, so $q\ge0$. In Fourier space $Q(\lambda)=\int\frac{dk}{2\pi}|n_k|^2\,\lambda\,\hat C(\lambda k)$, where $n_k$ is the transform of $\psi^2$. If $\hat C$ decreases with $|k|$, then $Q$ grows no faster than $\lambda$, so $q\le1$. The exponent of the cost lies between $3/2$ and $2$.

For a Gaussian covariance $C(r)\propto e^{-r^2/(2L^2)}$ of range $L$, a numerical search for the cheapest well gives 1.51, 1.72 and 1.95 at $B=0.0115$, $1.22$ and $104$ in units of $\hbar^2/(mL^2)$, where $m$ is the exciton mass. Wide states see white noise. Narrow states sit in a locally flat potential, so $Q\to C(0)$ and the ratio of $S$ to $B^2/[2C(0)]$ tends to one. To leading order the exponent is then that of the Gaussian distribution of $V$ itself. The $3/2$ law therefore needs $(mD^2/\hbar^2)^{1/3}\ll B\ll\hbar^2/(mL^2)$, where the left side is $D^{2/3}$ in the units used above.

The second condition is a severe one for excitons. The centre of mass feels the disorder averaged over the region that the electron and hole explore around it, and this limits how small $L$ can be. In the worked example $\hbar^2/(mL^2)$ equals $B=2\times10^{-4}$ hartree at $L=71$ bohr, or 3.7 nm, and there the exponent is already near 1.7. For an exciton that averages over several nanometres, the white-noise numbers above are an illustration and not a prediction.

**Q:** So an exponential tail from disorder is impossible?

**A:** No, but it needs its own reason. For white noise in $d<4$ dimensions $Q$ scales as $\lambda^d$, so $q=d$ and the exponent is $2-d/2$. In two dimensions the cost is linear in $B$. That is a statement about the cost alone, since white noise there needs a short-distance cutoff and shifts the edge. Non-Gaussian disorder can also do it: if $V$ varies so slowly that the local edge follows it, the tail copies the distribution of $V$, and an exponential distribution gives an exponential tail. Your straight line is compatible with several of these laws. To test for a pure exponential, move the window as far as the signal allows: its fitted slope stays the same, while a power of $B$ above one in the exponent makes the slope steeper with depth. A small change does not decide the matter, because a prefactor $B^p$ in front of an exponential also changes the slope, by $p/B$.

## Table of computed values

```
Reduced units: E, N from random chains, N from Airy formula
  E = -2.50: 4.1900e-04  3.9427e-04
  E = -2.00: 2.9525e-03  2.8678e-03
  E = -1.50: 1.5472e-02  1.5344e-02
  E = -1.00: 5.6890e-02  5.6683e-02
  E =  0.00: 2.5319e-01  2.5320e-01
  E =  1.00: 4.7022e-01  4.6990e-01
Tail states sampled, B from 2.2 to 3.2 (reduced): 343
Mean line strength / [pi^2/(2 kappa)]: 1.032 +- 0.008
Cheapest white-noise well: B = 0.5004, cost = 0.6672 (D = 1)
  formula cost 2 kappa^3/3 = 0.6674, largest shape error = 3.6e-04
Correlated noise: B in hbar^2/(m L^2), exponent by difference, 2 - q/2
  B =    0.0115: 1.5085  1.5088
  B =    1.2186: 1.7235  1.7236
  B =  103.5613: 1.9537  1.9538
White-noise cost exponent in d = 1: 1.5000
White-noise cost exponent in d = 2: 1.0000
White-noise cost exponent in d = 3: 0.5000
Limit of -ln(rho)/B^(3/2) in reduced units: 1.8856
  B =    8: exact -ln(rho)/B^(3/2) = 1.7837
  B =  100: exact -ln(rho)/B^(3/2) = 1.8808
  B = 1000: exact -ln(rho)/B^(3/2) = 1.8854
Power of B in the exponent, from B = 20 and 40: 1.49997
Example: D = 1.0e-06 hartree^2 bohr, mass = 1 electron mass
Energy scale = 1.000e-04 hartree = 2.721 meV
Length scale = 100.0 bohr
B = 2.0e-04 hartree: rho exact 1.056e+00, tail law 1.229e+00 /(hartree bohr)
  local Urbach energy: exact 2.985e-05, tail law 2.857e-05 hartree
B = 4.0e-04 hartree: rho exact 1.370e-04, tail law 1.431e-04 /(hartree bohr)
  local Urbach energy: exact 1.856e-05, tail law 1.850e-05 hartree
B = 8.0e-04 hartree: rho exact 2.963e-16, tail law 3.007e-16 /(hartree bohr)
  local Urbach energy: exact 1.270e-05, tail law 1.270e-05 hartree
At B = 8.0e-04 hartree: kappa = 0.0400 /bohr, tail-law A = 3.709e-14 /hartree
shallow fit, 2 decades, B = 2.000e-04 to 3.137e-04 hartree:
  Urbach energy 2.463e-05 hartree = 0.670 meV, worst error in ln rho 0.124
deep fit, 2 decades, B = 8.000e-04 to 8.574e-04 hartree:
  Urbach energy 1.247e-05 hartree = 0.339 meV, worst error in ln rho 0.014
wide fit, 6 decades, B = 2.000e-04 to 4.852e-04 hartree:
  Urbach energy 2.053e-05 hartree = 0.559 meV, worst error in ln rho 0.640
Shallow line at B = 8.0e-04 hartree is too high by 5.03 decades
```
